# Wall collisions of nonsticking molecules in a deep blind hole: a program that tests the result

```python
"""
Result under test: a nonsticking molecule entering a blind cylindrical hole
(diameter d, depth L) from an equilibrium gas makes on average 4 L/d + 1 wall
hits, bottom included. The mean equals wall area / mouth area.

Lengths in the simulations are in units of d; aspect = L/d.
W: probability of reaching the bottom (= open-tube transmission probability).
T_t, T_r: mean side-wall hits of transmitted / returned open-tube molecules.
R: mean total hits of molecules that reach the bottom of the blind hole.
Ray tracing follows individual flights. The separate ring calculation uses
view factors and linear equations.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import toeplitz

rng = np.random.default_rng(20241)


def random_directions(count):
    """Isotropic unit vectors."""
    axial = 2 * rng.random(count) - 1
    angle = 2 * np.pi * rng.random(count)
    radial = np.sqrt(1 - axial**2)
    return np.array([radial * np.cos(angle), radial * np.sin(angle), axial])


def trace(aspect, count, taper=0.0, specular=0.0, gas_path=np.inf, beam=False):
    """Trace molecules until exit; local radius is 0.5 - taper*z.

    Returns wall hits, bottom hits and path length for every molecule.
    A unit normal plus an isotropic unit vector, normalized, is cosine
    distributed about that normal.
    """
    pos = np.zeros((3, count))
    pos[0] = 0.5 * np.sqrt(rng.random(count))
    if beam:
        direc = np.zeros((3, count))
        direc[2] = 1.0
    else:
        direc = random_directions(count)
        direc[2] += 1.0
        direc /= np.sqrt((direc**2).sum(axis=0))
    hits = np.zeros(count, dtype=int)
    bottom_hits = np.zeros(count, dtype=int)
    path = np.zeros(count)
    ident = np.arange(count)
    slope_norm = np.sqrt(1 + taper**2)
    with np.errstate(divide="ignore", invalid="ignore"):
        while ident.size:
            x, y, z = pos
            ux, uy, uz = direc
            radius = 0.5 - taper * z
            qa = ux**2 + uy**2 - taper**2 * uz**2
            qb = x * ux + y * uy + taper * uz * radius
            qc = np.minimum(x**2 + y**2 - radius**2, 0)
            root = np.sqrt(np.maximum(qb**2 - qa * qc, 0))
            t_side = np.where((qa <= 0) & (qb <= 0), np.inf, (root - qb) / qa)
            t_plane = np.where(uz > 0, aspect - z, -z) / uz
            side = t_side < t_plane
            step = np.where(side, t_side, t_plane)
            scattered = np.zeros(ident.size, dtype=bool)
            if np.isfinite(gas_path):
                t_gas = rng.exponential(gas_path, ident.size)
                scattered = t_gas < step
                step = np.where(scattered, t_gas, step)
            pos = pos + step * direc
            path[ident] += step
            at_plane = ~side & ~scattered
            bottom = at_plane & (uz > 0)
            leaving = at_plane & (uz < 0)
            hits[ident] += ~(leaving | scattered)
            bottom_hits[ident] += bottom
            pos[2, bottom] = aspect
            if leaving.any():
                keep = ~leaving
                pos, direc, ident = pos[:, keep], direc[:, keep], ident[keep]
                bottom, scattered = bottom[keep], scattered[keep]
            if not ident.size:
                break
            rho = np.sqrt(pos[0]**2 + pos[1]**2)
            normal = np.empty_like(pos)
            normal[:2] = -pos[:2] / (rho * slope_norm)
            normal[2] = -taper / slope_norm
            normal[:2, bottom] = 0
            normal[2, bottom] = -1
            normal[:, scattered] = 0
            new = random_directions(ident.size) + normal
            new /= np.sqrt((new**2).sum(axis=0))
            if specular > 0:
                mirror = (rng.random(ident.size) < specular) & ~scattered
                reflected = direc - 2 * (direc * normal).sum(axis=0) * normal
                new = np.where(mirror, reflected, new)
            direc = new
    return hits, bottom_hits, path


def mean_error(sample):
    return sample.mean(), sample.std(ddof=1) / np.sqrt(len(sample))


def check_mean(sample, expected, relative_slack=0.0):
    """Four standard errors, plus a stated systematic allowance."""
    mean, error = mean_error(sample)
    limit = 4 * error + relative_slack * abs(expected)
    assert abs(mean - expected) < limit, (mean, error, expected)
    return mean, error


def ring_tube(aspect, rings_per_d):
    """Open-tube probabilities from coaxial-disk view factors."""
    number = int(round(aspect * rings_per_d))
    width = 1 / rings_per_d
    dist = width * np.arange(number + 1)
    view = 1 / (np.sqrt(dist**2 + 1) + dist)**2
    area_ratio = 1 / (4 * width)
    kernel = np.empty(number)
    kernel[0] = 1 - 2 * area_ratio * (1 - view[1])
    kernel[1:] = area_ratio * (view[:-2] - 2 * view[1:-1] + view[2:])
    matrix = toeplitz(kernel)
    entry = view[:-1] - view[1:]
    far_exit = area_ratio * entry[::-1]
    solved = np.linalg.solve(np.eye(number) - matrix,
                             np.column_stack([far_exit, entry]))
    p_far, visits = solved.T
    reach = view[-1] + entry @ p_far
    transmitted = visits @ p_far / reach
    returned = visits @ (1 - p_far) / (1 - reach)
    reacher_hits = transmitted + (1 + 2 * aspect) / reach
    blind = np.zeros((number + 1, number + 1))
    blind[:-1, :-1] = matrix
    blind[:-1, -1] = far_exit
    blind[-1, :-1] = entry[::-1]
    start = np.append(entry, view[-1])
    return dict(W=reach, Tt=transmitted, Tr=returned, R=reacher_hits,
                blind=blind, start=start)


# Example inputs, SI units; process values are round and rough.
diameter, depth = 100e-9, 5e-6
temperature, pressure = 500.0, const.torr
molar_mass = 72.09e-3
gas_diameter = 0.5e-9
aspect = depth / diameter
formula_mean = 4 * aspect + 1

# Mean hits, hits on the bottom, and path length from individual rays.
ray_results = {}
for ratio, count in [(5, 30000), (10, 30000), (20, 30000), (50, 30000)]:
    sample = trace(ratio, count)
    ray_results[ratio] = sample
    ray_mean, ray_error = check_mean(sample[0], 4 * ratio + 1)
    assert ray_error / ray_mean < 0.045
    check_mean(sample[1], 1)
    check_mean(sample[2], 4 * ratio)

# Mean is unchanged by different transport, but follows changed wall area.
specular_hits = trace(10, 20000, specular=0.5)[0]
specular_mean = check_mean(specular_hits, 41)
gas_hits = trace(10, 20000, gas_path=1.0)[0]
gas_mean = check_mean(gas_hits, 41)


def tapered_area_ratio(top_radius, bottom_radius, length):
    slant = np.hypot(length, top_radius - bottom_radius)
    return ((top_radius + bottom_radius) * slant + bottom_radius**2) / top_radius**2


taper_expected = tapered_area_ratio(0.5, 0.3, 10)
taper_mean = check_mean(trace(10, 20000, taper=0.02)[0], taper_expected)

# Ring calculation against rays, for arrival and its cost.
ring10 = ring_tube(10, 16)
ring50 = ring_tube(aspect, 16)
coarse50 = ring_tube(aspect, 8)
for ratio, ring in [(10, ring10), (50, ring50)]:
    hits, bottom_hits, path = ray_results[ratio]
    reached = bottom_hits > 0
    check_mean(reached.astype(float), ring["W"], 0.005)
    check_mean(hits[reached], ring["R"], 0.005)
    check_mean(hits[~reached], ring["Tr"], 0.005)
ring_shift = abs(ring50["W"] / coarse50["W"] - 1)
cost_shift = abs(ring50["R"] / coarse50["R"] - 1)
assert ring_shift < 0.005 and cost_shift < 0.005

# A beam delivered to the bottom has a different, much larger mean.
beam_expected = (1 + 2 * 10) / ring10["W"]
beam_mean = check_mean(trace(10, 5000, beam=True)[0], beam_expected, 0.01)
assert beam_mean[0] > 3 * 41

# One-flight variance: integrate over cosine-emission angles.
def flight_square(phi, alpha):
    wall_normal = np.sin(alpha) * np.cos(phi)
    axial = np.cos(alpha)
    flight = wall_normal / np.sin(alpha)**2
    return (axial * flight)**2 * wall_normal * np.sin(alpha) / np.pi


flight_variance = dblquad(flight_square, 0, np.pi, -np.pi / 2, np.pi / 2)[0]
assert abs(flight_variance - 2 / 3) < 1e-7

# Long-tube limits and the two-thirds contribution.
ring200 = ring_tube(200, 8)
assert abs(ring200["W"] * 3 * 200 / 4 - 1) < 0.05
assert abs(ring200["Tt"] / (200**2 / 2) - 1) < 0.08
assert abs(ring200["R"] / (2 * 200**2) - 1) < 0.05
reacher_share = ring50["W"] * ring50["R"] / formula_mean
share200 = ring200["W"] * ring200["R"] / 801
assert abs(share200 - 2 / 3) < 0.03

# Survival of the hit sequence, compared with the diffusive tail.
state = ring50["start"].copy()
survival = [state.sum()]
for _ in range(400):
    state = state @ ring50["blind"]
    survival.append(state.sum())
survival = np.array(survival)
median_hits = int(np.flatnonzero(survival <= 0.5)[0])
tail = {n: 4 / np.sqrt(3 * np.pi * n) for n in (100, 400)}
assert abs(survival[100] / tail[100] - 1) < 0.05
assert abs(survival[400] / tail[400] - 1) < 0.04

# Residual loss cuts off long visits.
loss_results = []
for loss in (1e-5, 1e-4, 1e-3):
    matrix = np.eye(len(ring50["start"])) - (1 - loss) * ring50["blind"]
    mean_hits = ring50["start"] @ np.linalg.solve(matrix, np.ones(len(matrix)))
    length = 1 / np.sqrt(3 * loss)
    estimate = 4 * length * np.tanh(aspect / length)
    assert abs(mean_hits / estimate - 1) < 0.10
    loss_results.append((loss, mean_hits, estimate))

# Thermal residence time and a direct flux average of inverse speed.
mass = molar_mass / const.N_A
mean_speed = np.sqrt(8 * const.k * temperature / (np.pi * mass))
speed_scale = np.sqrt(2 * const.k * temperature / mass)
numerator = quad(lambda s: s**2 * np.exp(-s**2), 0, np.inf)[0]
denominator = quad(lambda s: s**3 * np.exp(-s**2), 0, np.inf)[0]
inverse_speed = numerator / denominator / speed_scale
assert abs(inverse_speed * mean_speed - 1) < 1e-8
residence = 4 * depth / mean_speed
hits50, bottom50, path50 = ray_results[50]
reached50 = bottom50 > 0
path_per_hit = path50[reached50].mean() / hits50[reached50].mean()
assert abs(path_per_hit - 1) < 0.03
reacher_path = ring50["R"] * diameter

# Sizes of neglected effects for the example.
free_path = const.k * temperature / (
    np.sqrt(2) * np.pi * gas_diameter**2 * pressure)
tapered_mean = tapered_area_ratio(50e-9, 40e-9, depth)
film = 5e-9
narrowed_mean = 4 * depth / (diameter - 2 * film) + 1
binding_ev, attempt_rate = 0.30, 1e13
surface_stay = np.exp(binding_ev * const.e / (const.k * temperature)) / attempt_rate

print(f"Hole diameter: {diameter*1e9:.0f} nm; depth: {depth*1e9:.0f} nm")
print(f"Aspect ratio L/d: {aspect:.0f}")
print(f"Temperature: {temperature:.0f} K; total pressure: {pressure/const.torr:.0f} Torr")
print(f"Molar mass: {molar_mass*1e3:.2f} g/mol")
print(f"Area-formula mean: {formula_mean:.0f} hits")
for ratio, sample in ray_results.items():
    mean, error = mean_error(sample[0])
    print(f"Rays, L/d={ratio}: {mean:.2f} +/- {error:.2f} hits; formula {4*ratio+1}")
bottom_mean, bottom_error = mean_error(bottom50)
print(f"Ray bottom hits, L/d=50: {bottom_mean:.3f} +/- {bottom_error:.3f}")
path_mean, path_error = mean_error(path50)
print(f"Ray path, L/d=50: {path_mean:.1f} +/- {path_error:.1f} d")
print(f"Half-specular walls, L/d=10: {specular_mean[0]:.2f} +/- {specular_mean[1]:.2f} hits")
print(f"Gas free path=d, L/d=10: {gas_mean[0]:.2f} +/- {gas_mean[1]:.2f} hits")
print(f"Test taper, bottom/top=0.6, L/d=10: {taper_mean[0]:.2f} +/- {taper_mean[1]:.2f} hits")
print(f"Test taper area formula: {taper_expected:.2f} hits")
print(f"Beam, L/d=10: {beam_mean[0]:.1f} +/- {beam_mean[1]:.1f} hits")
print(f"Beam estimate, L/d=10: {beam_expected:.1f} hits")
print(f"One-flight axial variance: {flight_variance:.6f} d^2")
print(f"Reach probability W, L/d=50: {ring50['W']:.5f}")
print(f"Long-tube estimate of W: {4/(3*aspect):.5f}")
print(f"Mean bottom hits if reached: {1/ring50['W']:.2f}")
print(f"Transmitted-tube mean T_t: {ring50['Tt']:.1f} hits")
print(f"Returned-tube mean T_r: {ring50['Tr']:.2f} hits")
print(f"Mean hits if bottom reached R: {ring50['R']:.1f}")
print(f"Long-hole estimate of R: {2*aspect**2:.0f} hits")
print(f"Reachers' contribution: {ring50['W']*ring50['R']:.2f} hits")
print(f"Nonreachers' contribution: {(1-ring50['W'])*ring50['Tr']:.2f} hits")
print(f"Reachers' share: {100*reacher_share:.2f} %")
print(f"Ring refinement 8 to 16 per d, W shift: {100*ring_shift:.4f} %")
print(f"Ring refinement 8 to 16 per d, R shift: {100*cost_shift:.4f} %")
print(f"L/d=200: W={ring200['W']:.6f}; R={ring200['R']:.0f} hits; share={100*share200:.2f} %")
print(f"Median total hits, L/d=50: {median_hits}")
for n in (1, 10, 100, 400):
    print(f"Probability of more than {n} hits: {survival[n]:.5f}")
print(f"Diffusive tail at 100, 400 hits: {tail[100]:.5f}, {tail[400]:.5f}")
print(f"Mean thermal speed: {mean_speed:.1f} m/s")
print(f"Mean gas-phase residence: {residence*1e9:.2f} ns")
print(f"Gas collision diameter: {gas_diameter*1e9:.2f} nm")
print(f"Gas mean free path: {free_path*1e6:.2f} um; divided by d: {free_path/diameter:.0f}")
print(f"Mean path if bottom reached: {reacher_path*1e6:.1f} um")
for loss, mean_hits, estimate in loss_results:
    print(f"Loss/hit {loss:.0e}: mean {mean_hits:.2f}, estimate {estimate:.2f} hits; lost {100*loss*mean_hits:.3f} %")
print(f"Loss scale d^2/(3L^2): {1/(3*aspect**2):.3e} per hit")
print(f"Example taper to 80 nm bottom: {tapered_mean:.2f} hits")
print(f"Film thickness {film*1e9:.0f} nm, narrowed hole: {narrowed_mean:.2f} hits")
print(f"Surface binding: {binding_ev:.2f} eV; attempt rate: {attempt_rate:.0e} 1/s")
print(f"Surface stay per hit: {surface_stay*1e9:.4f} ns; total: {formula_mean*surface_stay*1e9:.2f} ns")
print("all assertions hold")
```

Running it gives:

```
Hole diameter: 100 nm; depth: 5000 nm
Aspect ratio L/d: 50
Temperature: 500 K; total pressure: 1 Torr
Molar mass: 72.09 g/mol
Area-formula mean: 201 hits
Rays, L/d=5: 21.01 +/- 0.21 hits; formula 21
Rays, L/d=10: 41.41 +/- 0.58 hits; formula 41
Rays, L/d=20: 80.74 +/- 1.52 hits; formula 81
Rays, L/d=50: 201.81 +/- 5.96 hits; formula 201
Ray bottom hits, L/d=50: 1.008 +/- 0.052
Ray path, L/d=50: 200.8 +/- 5.9 d
Half-specular walls, L/d=10: 40.79 +/- 0.45 hits
Gas free path=d, L/d=10: 39.37 +/- 0.91 hits
Test taper, bottom/top=0.6, L/d=10: 31.97 +/- 0.60 hits
Test taper area formula: 32.37 hits
Beam, L/d=10: 193.5 +/- 2.3 hits
Beam estimate, L/d=10: 191.9 hits
One-flight axial variance: 0.666667 d^2
Reach probability W, L/d=50: 0.02530
Long-tube estimate of W: 0.02667
Mean bottom hits if reached: 39.52
Transmitted-tube mean T_t: 1360.2 hits
Returned-tube mean T_r: 67.29 hits
Mean hits if bottom reached R: 5352.1
Long-hole estimate of R: 5000 hits
Reachers' contribution: 135.41 hits
Nonreachers' contribution: 65.59 hits
Reachers' share: 67.37 %
Ring refinement 8 to 16 per d, W shift: 0.2945 %
Ring refinement 8 to 16 per d, R shift: 0.2946 %
L/d=200: W=0.006586; R=81353 hits; share=66.89 %
Median total hits, L/d=50: 5
Probability of more than 1 hits: 0.76288
Probability of more than 10 hits: 0.36154
Probability of more than 100 hits: 0.12610
Probability of more than 400 hits: 0.06417
Diffusive tail at 100, 400 hits: 0.13029, 0.06515
Mean thermal speed: 383.2 m/s
Mean gas-phase residence: 52.19 ns
Gas collision diameter: 0.50 nm
Gas mean free path: 46.62 um; divided by d: 466
Mean path if bottom reached: 535.2 um
Loss/hit 1e-05: mean 195.70, estimate 195.15 hits; lost 0.196 %
Loss/hit 1e-04: mean 159.59, estimate 161.51 hits; lost 1.596 %
Loss/hit 1e-03: mean 68.29, estimate 72.42 hits; lost 6.829 %
Loss scale d^2/(3L^2): 1.333e-04 per hit
Example taper to 80 nm bottom: 180.64 hits
Film thickness 5 nm, narrowed hole: 223.22 hits
Surface binding: 0.30 eV; attempt rate: 1e+13 1/s
Surface stay per hit: 0.1056 ns; total: 21.24 ns
all assertions hold
```
